# Van der Waals attraction between a sharp tip and a flat surface: test program

```python
"""Van der Waals attraction between a rounded tip and a flat solid.

Result under test: F = A R / (6 D^2) for D << R, exact for a paraboloid
within pairwise addition of -C/r^6 energies between uniform solids.
A = pi^2 C rho^2 : Hamaker constant, rho : atomic density
R : apex radius, D : vacuum gap, F : magnitude of the attraction
s : height above the apex, h : distance from the flat surface
Working units: nm, nN, V. Then 1 nN nm = 1e-18 J and 1 nN/nm = 1 N/m.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize_scalar
from scipy.special import zeta

hamaker_joule = 1e-19
A = hamaker_joule / 1e-18
R = 10.0
D = 0.5


def force_small_gap(gap):
    return A * R / (6 * gap**2)


def force_sphere(gap):
    return 2 * A * R**3 / (3 * gap**2 * (gap + 2 * R)**2)


def force_slices(area, gap, bottom=0.0, top=np.inf, joint=None):
    """Integrate slice area times half-space force, with x = gap/(gap+s)."""
    def integrand(x):
        return area(gap * (1 / x - 1)) * x**2
    x_top = 0.0 if np.isinf(top) else gap / (gap + top)
    x_bottom = gap / (gap + bottom)
    edges = [x_top, x_bottom]
    if joint is not None:
        edges.insert(1, gap / (gap + joint))
    total = sum(quad(integrand, lo, hi, epsabs=1e-11, epsrel=1e-10,
                     limit=200)[0] for lo, hi in zip(edges[:-1], edges[1:]))
    return A / (2 * np.pi * gap**3) * total


def area_paraboloid(s):
    return 2 * np.pi * R * s


def area_sphere(s):
    return np.pi * (2 * R * s - s**2)


# Pair forces summed directly over a plane and over a half-space (C = 1).
h_test = 0.8


def pair_normal_force(q, z):
    return 2 * np.pi * q * 6 * z / (q**2 + z**2)**4


plane_direct = quad(pair_normal_force, 0, np.inf, args=(h_test,))[0]
assert abs(plane_direct / (2 * np.pi / h_test**5) - 1) < 1e-6
half_direct = dblquad(pair_normal_force, h_test, np.inf, 0, np.inf)[0]
assert abs(half_direct / (np.pi / (2 * h_test**4)) - 1) < 1e-5

# Paraboloid: numerical slices against the closed result, at three gaps.
for gap in (0.3, D, 2.0):
    numeric = force_slices(area_paraboloid, gap)
    assert abs(numeric / force_small_gap(gap) - 1) < 1e-7

# Share of the force that comes from the lowest part of the tip.
F = force_small_gap(D)
shares = {}
for height in (D, 2.0):
    x = D / (D + height)
    shares[height] = force_slices(area_paraboloid, D, top=height) / F
    assert abs(shares[height] - (1 - 3 * x**2 + 2 * x**3)) < 1e-7

# Sphere: volume integral in spherical coordinates, without slices.
nodes, weights = np.polynomial.legendre.leggauss(200)
radius = 0.5 * R * (nodes + 1)
heights = D + R + radius[:, None] * nodes[None, :]
density = A / (2 * np.pi * heights**4) * 2 * np.pi * radius[:, None]**2
sphere_volume = 0.5 * R * weights @ density @ weights
F_sphere = force_sphere(D)
assert abs(sphere_volume / F_sphere - 1) < 1e-8
tiny_gap = 1e-3 * R
tiny_ratio = (force_slices(area_sphere, tiny_gap, top=2 * R)
              / force_small_gap(tiny_gap))
assert abs(tiny_ratio - 1) < 2e-3

# Sphere joined tangentially to a long cone.
cone_degrees = 15.0
cone_angle = np.radians(cone_degrees)
joint_height = R * (1 - np.sin(cone_angle))


def area_cone_tip(s):
    if s < joint_height:
        return area_sphere(s)
    edge = R * np.cos(cone_angle) + (s - joint_height) * np.tan(cone_angle)
    return np.pi * edge**2


F_cone = force_slices(area_cone_tip, D, joint=joint_height)
assert F_sphere < F_cone < F


# Sample made of atomic planes; its face is half a spacing above the first.
def force_layered(spacing):
    def integrand(s):
        planes = zeta(5, (D + s) / spacing + 0.5) / spacing**5
        return area_sphere(s) * planes
    total = (quad(integrand, 0, 2.0, limit=200)[0]
             + quad(integrand, 2.0, 2 * R, limit=200)[0])
    return 2 * A * spacing / np.pi * total


layer_spacing = 0.3
F_layered = force_layered(layer_spacing)
assert abs(force_layered(0.01) / F_sphere - 1) < 1e-3

# Snap-in: lowest unloaded tip height that still has an equilibrium.
gradient = A * R / (3 * D**3)
step = 1e-4
gradient_numeric = -(force_slices(area_paraboloid, D + step)
                     - force_slices(area_paraboloid, D - step)) / (2 * step)
assert abs(gradient_numeric / gradient - 1) < 1e-5


def snap_gap_numeric(stiffness):
    def unloaded_height(gap):
        return gap + force_slices(area_paraboloid, gap) / stiffness
    return minimize_scalar(unloaded_height, bounds=(0.1, 5.0),
                           method="bounded", options={"xatol": 1e-7}).x


soft_lever = 0.2
stiff_lever = 40.0
snap_soft = (A * R / (3 * soft_lever))**(1 / 3)
assert abs(snap_gap_numeric(soft_lever) - snap_soft) < 1e-4
assert abs(snap_gap_numeric(gradient) - D) < 1e-4

# Contact potential difference between ideal conductors.
voltage = 0.5
epsilon0 = constants.epsilon_0 * 1e9  # nN/V^2


def electric_estimate(gap):
    return np.pi * epsilon0 * R * voltage**2 / gap


def electric_images(gap):
    """Half V^2 times the slope of the sphere-plane capacitance series."""
    def capacitance(g):
        alpha = np.arccosh(1 + g / R)
        n = np.arange(1, int(40 / alpha) + 1)
        series = np.sum(1 / np.sinh(n * alpha))
        return 4 * np.pi * epsilon0 * R * np.sinh(alpha) * series
    delta = 1e-3 * gap
    slope = (capacitance(gap + delta) - capacitance(gap - delta)) / (2 * delta)
    return -0.5 * voltage**2 * slope


F_electric = electric_estimate(D)
F_electric_images = electric_images(D)
assert abs(electric_images(tiny_gap) / electric_estimate(tiny_gap) - 1) < 0.01
assert abs(F_electric_images / F_electric - 1) < 0.10

wavelength = 100.0
phase = 4 * np.pi * D / wavelength
gap_error = 0.05
assert abs(F - 0.67) < 0.005

print(f"Hamaker constant: {hamaker_joule:.1e} J")
print(f"Hamaker constant: {A:.3f} nN nm")
print(f"Hamaker constant: {hamaker_joule / constants.e:.3f} eV")
print(f"Apex radius: {R:.1f} nm")
print(f"Gap: {D:.2f} nm")
print(f"Gap/radius: {D / R:.3f}")
print(f"Force, small-gap formula: {F:.4f} nN")
print(f"Force, small-gap formula, rounded: {F:.2f} nN")
print(f"Force share from lowest {D:.1f} nm: {100 * shares[D]:.1f} %")
print(f"Force share from lowest 2.0 nm: {100 * shares[2.0]:.1f} %")
print(f"Paraboloid slice radius at s = D: {np.sqrt(2 * R * D):.2f} nm")
print(f"Force, full sphere: {F_sphere:.4f} nN")
print(f"Full sphere relative to small-gap: {100 * (F_sphere / F - 1):.2f} %")
print(f"Cone half-angle: {cone_degrees:.0f} degrees")
print(f"Force, sphere plus cone: {F_cone:.4f} nN")
print(f"Cone change from full sphere: {100 * (F_cone / F_sphere - 1):.2f} %")
print(f"Layer spacing: {layer_spacing:.2f} nm")
print(f"Force, full sphere over layers: {F_layered:.4f} nN")
print(f"Layer change from smooth: {100 * (F_layered / F_sphere - 1):.1f} %")
print(f"Gap error: {gap_error:.2f} nm")
print(f"Force at smaller gap: {force_small_gap(D - gap_error):.3f} nN")
print(f"Force at larger gap: {force_small_gap(D + gap_error):.3f} nN")
print(f"Contact potential difference: {voltage:.2f} V")
print(f"Electric force, small-gap estimate: {F_electric:.4f} nN")
print(f"Electric force, image series: {F_electric_images:.4f} nN")
print(f"Electric (images)/vdW (small-gap): {F_electric_images / F:.3f}")
print(f"Absorption wavelength, rough: {wavelength:.0f} nm")
print(f"Round-trip phase: {phase:.4f} rad")
print(f"Force gradient magnitude: {gradient:.3f} N/m")
print(f"Stiff lever: {stiff_lever:.1f} N/m")
print(f"Stiff-lever bending: {F / stiff_lever:.4f} nm")
print(f"Soft lever: {soft_lever:.1f} N/m")
print(f"Soft-lever snap-in gap: {snap_soft:.3f} nm")
print("all tests passed")
```

It prints:

```
Hamaker constant: 1.0e-19 J
Hamaker constant: 0.100 nN nm
Hamaker constant: 0.624 eV
Apex radius: 10.0 nm
Gap: 0.50 nm
Gap/radius: 0.050
Force, small-gap formula: 0.6667 nN
Force, small-gap formula, rounded: 0.67 nN
Force share from lowest 0.5 nm: 50.0 %
Force share from lowest 2.0 nm: 89.6 %
Paraboloid slice radius at s = D: 3.16 nm
Force, full sphere: 0.6345 nN
Full sphere relative to small-gap: -4.82 %
Cone half-angle: 15 degrees
Force, sphere plus cone: 0.6356 nN
Cone change from full sphere: 0.17 %
Layer spacing: 0.30 nm
Force, full sphere over layers: 0.5848 nN
Layer change from smooth: -7.8 %
Gap error: 0.05 nm
Force at smaller gap: 0.823 nN
Force at larger gap: 0.551 nN
Contact potential difference: 0.50 V
Electric force, small-gap estimate: 0.1391 nN
Electric force, image series: 0.1287 nN
Electric (images)/vdW (small-gap): 0.193
Absorption wavelength, rough: 100 nm
Round-trip phase: 0.0628 rad
Force gradient magnitude: 2.667 N/m
Stiff lever: 40.0 N/m
Stiff-lever bending: 0.0167 nm
Soft lever: 0.2 N/m
Soft-lever snap-in gap: 1.186 nm
all tests passed
```
